# Error in apparent band-gap narrowing from a wrong minority diffusivity

## Problem

The collector current of an npn silicon transistor gives a saturation current density $J_0$. The apparent band-gap narrowing $\Delta$ of the heavily doped p-type base is to be extracted from it. The extraction needs the diffusivity $D$ of electrons in the base, and the value used for $D$ is wrong by a factor of two.

(a) How large is the resulting error in $\Delta$ at 300 K, and what is its sign?

(b) Does the answer change if the doping is graded, or if the p-type region is much thicker than the electron diffusion length?

(c) How does this error compare with others in the same measurement?

Use these round values, roughly typical of a heavily doped silicon base: acceptor doping $N=10^{19}\ \mathrm{cm^{-3}}$, base width $W=100$ nm, minority-electron mobility $\mu=250\ \mathrm{cm^2/Vs}$, electron lifetime $\tau=0.10\ \mu\mathrm{s}$ and intrinsic density $n_i=10^{10}\ \mathrm{cm^{-3}}$. The lifetime is on the long side for this doping, but it hardly affects a base this narrow. Set the true apparent narrowing to 60 meV, so that the extracted value can be compared with a known one.

## Solution

### What the current measures

The apparent narrowing is defined through the equilibrium product of the electron and hole densities:

$$
n_0p_0=n_i^2e^{\Delta/kT}.
$$

Here $n_i$ is the intrinsic density of lightly doped silicon, and $kT$ is an energy. A positive $\Delta$ means more minority electrons than the lightly doped material would have at the same hole density. With all acceptors ionized, $p_0=N$, so

$$
n_0=\frac{n_i^2}{N}e^{\Delta/kT}. \tag{1}
$$

Let the base extend from $x=0$ at the emitter side to $x=W$ at the collector side. Assume low injection: the electron density stays far below $N$, and the hole density keeps its equilibrium value. A forward voltage $V$ multiplies the electron density at $x=0$ by $e^{qV/kT}$, where $q$ is the positive elementary charge. The excess density $\delta n=n-n_0$ is therefore

$$
\delta n(0)=n_0\left(e^{qV/kT}-1\right).
$$

Treat the collector first as an ideal sink, $\delta n(W)=0$, and neglect recombination in the base. In a uniform base the electrons move by diffusion, and their flux must be the same at every $x$. The excess density then falls linearly, with slope $-\delta n(0)/W$. The flux towards the collector is $D\,\delta n(0)/W$, and the magnitude of the current density is

$$
J=\frac{qDn_0}{W}\left(e^{qV/kT}-1\right).
$$

The factor in front of the bracket is the saturation current density. With equation (1),

$$
J_0=\frac{qDn_i^2}{NW}e^{\Delta/kT}. \tag{2}
$$

Thus $J_0$ fixes the product $De^{\Delta/kT}$, not its two factors separately. Another source must supply $D$.

### The error for a narrow base

Solve equation (2) for the exponential and take the logarithm:

$$
\Delta=kT\ln\frac{J_0NW}{qDn_i^2}. \tag{3}
$$

Now let the assumed diffusivity be $D_a=rD$, where $D$ is the true one. The measured $J_0$ stays the same, as do $N$, $W$, $n_i$ and $T$. The extracted value is

$$
\Delta_a=kT\ln\frac{J_0NW}{q\,rD\,n_i^2}
=kT\ln\frac{J_0NW}{qDn_i^2}-kT\ln r .
$$

The first term on the right is the true $\Delta$. The error, extracted minus true, is therefore

$$
\varepsilon=\Delta_a-\Delta=-kT\ln r. \tag{4}
$$

The doping, the width and the narrowing itself have dropped out. At 300 K, $kT=25.852$ meV, so a factor of two gives

$$
|\varepsilon|=kT\ln2=25.852\ \mathrm{meV}\times0.6931=17.92\ \mathrm{meV},
$$

or about 18 meV. If $D$ is assumed too small, $r=1/2$ and the error is positive: more electrons are needed to explain the same current, so the narrowing comes out too large. If $D$ is assumed too large, $r=2$ and the error is negative.

A linear estimate is not adequate here. For small errors, $\ln r\approx r-1$, so $\varepsilon\approx-kT(r-1)$. For a halved diffusivity this gives $+12.93$ meV, and for a doubled one $-25.85$ meV. The logarithm gives equal magnitudes, because halving and doubling are opposite steps on a logarithmic scale.

### Numbers for the base

The Einstein relation for nondegenerate electrons is $D=\mu kT/q$. Since $kT/q=0.025852$ V,

$$
D=250\times0.025852=6.463\ \mathrm{cm^2/s}.
$$

The set narrowing gives $e^{\Delta/kT}=e^{60.0/25.852}=10.185$. Hence

$$
n_0=\frac{(10^{10})^2}{10^{19}}\times10.185=101.85\ \mathrm{cm^{-3}}.
$$

With $W=10^{-5}$ cm, equation (2) gives

$$
J_0=\frac{(1.602\times10^{-19})(6.463)(101.85)}{10^{-5}}
\approx1.05\times10^{-11}\ \mathrm{A/cm^2}.
$$

Suppose that this current has been measured. With the right $D$, the argument of the logarithm in equation (3) is 10.185, which returns 60.0 meV. With $D_a=3.231\ \mathrm{cm^2/s}$ the argument doubles:

$$
\Delta_a=25.852\ln(2\times10.185)=77.92\ \mathrm{meV}.
$$

With $D_a=12.926\ \mathrm{cm^2/s}$ it halves, and $\Delta_a=42.08$ meV. Relative to the true 60 meV, the error is 29.9%. The extra digits serve to trace the arithmetic; the rough inputs do not justify them as a prediction for a device.

### Graded doping

Let $N$ and $D$ vary with $x$, while $\Delta$ is uniform. The electrons now also drift in the built-in field. Call their drift velocity $w(x)$, positive towards the collector. In equilibrium the total flux vanishes:

$$
n_0w-D\frac{dn_0}{dx}=0,
\qquad\text{so}\qquad
w=\frac{D}{n_0}\frac{dn_0}{dx}.
$$

At low injection the field keeps this equilibrium value. The flux under bias is then

$$
F=nw-D\frac{dn}{dx}
=-D\left(\frac{dn}{dx}-\frac{n}{n_0}\frac{dn_0}{dx}\right)
=-Dn_0\frac{d}{dx}\left(\frac{n}{n_0}\right).
$$

The last step is the quotient rule. Since $n/n_0=1+\delta n/n_0$, the derivative can equally be taken of $\delta n/n_0$. This ratio falls from $e^{qV/kT}-1$ at $x=0$ to zero at $x=W$. Without recombination $F$ is constant, so dividing by $Dn_0$ and integrating gives

$$
F\int_0^W\frac{dx}{Dn_0}=e^{qV/kT}-1.
$$

Multiply $F$ by $q$ and insert $1/n_0=Ne^{-\Delta/kT}/n_i^2$:

$$
J_0=\frac{qn_i^2e^{\Delta/kT}}{\displaystyle\int_0^W\frac{N}{D}\,dx}. \tag{5}
$$

Replacing $D(x)$ by $rD(x)$, with the same $r$ everywhere, divides the integral by $r$. The inversion for $\Delta$ again acquires the term $-kT\ln r$, so equation (4) is unchanged. In a real graded base the narrowing varies with the doping too. Equation (5) then returns an effective value for the whole base, but the error caused by a uniform factor $r$ is the same.

This was tested on a base whose doping falls exponentially from $10^{19}$ to $10^{18}\ \mathrm{cm^{-3}}$, with $D$ proportional to $N^{-0.3}$. The current came from a numerical solution of the continuity equation, including recombination. Extraction through equation (5) with half the true diffusivity gave an error of 17.92 meV.

If the factor $r$ varies with position, the integral is multiplied by the average of $1/r$, weighted by $N/D$. The error is then $kT$ times the logarithm of that average.

### A thick region

In a uniform p-type region with recombination, the excess density obeys

$$
D\frac{d^2\delta n}{dx^2}=\frac{\delta n}{\tau}.
$$

Define the diffusion length $L=\sqrt{D\tau}$. If the region is much thicker than $L$, the solution that decays away from the junction is $\delta n(x)=\delta n(0)e^{-x/L}$. The flux entering at $x=0$ is $D\,\delta n(0)/L$, so

$$
J_0=qn_0\frac DL=qn_0\sqrt{\frac D\tau}. \tag{6}
$$

This is the electron current injected into the region, now the relevant current because no collector gathers the electrons.

The two forms are equal for the true parameters, but they respond differently to a wrong $D$. Write the saturation current as $J_0=qn_0G$, where $G$ is a velocity set by transport. For fixed $J_0$, the extracted $e^{\Delta/kT}$ is inversely proportional to the assumed $G$. Therefore

$$
\varepsilon=-kT\ln\frac{G_{\rm assumed}}{G_{\rm true}}. \tag{7}
$$

If $L$ has been measured separately and is held fixed, $G=D/L$ changes by $r$, and the full error remains. If $\tau$ has been measured and is held fixed, $G=\sqrt{D/\tau}$ changes by $\sqrt r$, and

$$
\varepsilon=-kT\ln\sqrt r=-\tfrac12kT\ln r.
$$

Halving $D$ then gives $+8.96$ meV. The error is smaller because the assumed diffusion length shrinks together with $D$, which steepens the assumed density profile and partly compensates for the slower diffusion.

For a finite thickness $W$ with an ideal sink at the far side, the solution is

$$
\delta n(x)=\delta n(0)\frac{\sinh[(W-x)/L]}{\sinh(W/L)}.
$$

Its slope at $x=0$ gives $G=(D/L)\coth(W/L)$. Let $y=W/L=W/\sqrt{D\tau}$, with $\tau$ and $W$ fixed. Then $dy/d\ln D=-y/2$, and $d\ln(\coth y)/dy=-2/\sinh2y$. Since $\ln G=\tfrac12\ln(D/\tau)+\ln(\coth y)$,

$$
\frac{d\ln G}{d\ln D}=\frac12+\frac{y}{\sinh2y}.
$$

Because $\sinh2y>2y$ for positive $y$, the second term lies between 0 and $1/2$. It approaches $1/2$ for a thin region and 0 for a thick one. With known $\tau$, the error from the injected current thus lies between the half and the full value for a small change of $D$, and the same holds for a factor of two. For the present material $L=8.04\ \mu$m, and a region with $W=L$ gives 12.94 meV when $D$ is halved.

The current collected at $x=W$ behaves differently. Its transport velocity is $G=(D/L)/\sinh(W/L)$, because recombination removes electrons on the way. A smaller assumed $D$ also means more assumed recombination, so the error exceeds the full value: about 22 meV for $W=L$ and halved $D$, and more for a thicker region.

### Table of cases

All rows are for 300 K. The quantity named in the second column is held fixed when $D$ is changed.

| Region | Held fixed | Assumed $D$ | Error in $\Delta$ (meV) |
|---|---|---:|---:|
| Narrow base | $W$ | half | +17.92 |
| Narrow base | $W$ | double | −17.92 |
| Thick | $L$ | half | +17.92 |
| Thick | $\tau$ | half | +8.96 |
| $W$ equal to true $L$, injected current | $W,\tau$ | half | +12.94 |

For a narrow base and a fixed factor of two, the error is proportional to temperature: 14.93 meV at 250 K and 23.89 meV at 400 K. If the assumed mobility model has a different temperature dependence from the true one, $r$ changes too, and equation (4) must be used with its value at each temperature.

### Two neglected transport effects

**Recombination in the base.** The slope of the sinh profile at $x=W$ gives a collector flux $D\,\delta n(0)/[L\sinh(W/L)]$. Relative to the flux without recombination, this is smaller by the factor $(W/L)/\sinh(W/L)$. For small $W/L$, $\sinh(W/L)\approx(W/L)[1+(W/L)^2/6]$, so the extracted narrowing shifts by

$$
-\frac{kT}{6}\left(\frac WL\right)^2=-0.0007\ \mathrm{meV}.
$$

The effect is negligible here because the base is about eighty times thinner than the diffusion length.

**Finite exit velocity.** Electrons leave the base at a finite velocity $v$, for which $10^7$ cm/s is a rough value. Some excess density must then remain at the collector edge to carry the flux: $F=v\,\delta n(W)$. Diffusion across the base gives $F=D[\delta n(0)-\delta n(W)]/W$. Eliminating $\delta n(W)=F/v$,

$$
\delta n(0)=F\left(\frac WD+\frac1v\right),
\qquad
G=\frac1{W/D+1/v}.
$$

Let $a=D/(vW)=0.0646$. The current is smaller than in equation (2) by the factor $1+a$. Using equation (3) with the right $D$ therefore shifts the result by $-kT\ln(1+a)=-1.62$ meV.

If the extraction includes $v$ correctly but uses half the true $D$, equation (7) gives

$$
\varepsilon=kT\ln\frac{2W/D+1/v}{W/D+1/v}
=kT\ln\frac{2+a}{1+a}=17.12\ \mathrm{meV}.
$$

The error is slightly below $kT\ln2$ because part of the resistance to flow no longer depends on $D$. This part gains weight as the base is made thinner, since $a\propto1/W$.

### Other errors in the measurement

Equation (3) also gives the effect of wrong values of the other inputs. A product $NW$ taken 10% too large raises $\Delta_a$ by $kT\ln1.10=2.46$ meV. An error of this kind arises if the chemical doping is used for $p_0$: near $10^{19}\ \mathrm{cm^{-3}}$, common models leave roughly 7% of the boron un-ionized at 300 K, which raises $\Delta_a$ by about 2 meV. An intrinsic density taken 5% too large changes it by $-2kT\ln1.05=-2.52$ meV; the factor of two comes from $n_i^2$.

Temperature matters more strongly. Approximate the silicon gap near 300 K by a straight line that extrapolates to $E_{g0}=1.20$ eV at 0 K, a rough value. The linear decrease of the gap contributes a constant factor to $n_i^2$, which leaves $n_i^2\propto T^3e^{-E_{g0}/kT}$. With $D$ and $\Delta$ held fixed,

$$
J_0\propto T^3\exp\left(-\frac{E_{g0}-\Delta}{kT}\right).
$$

Differentiate the logarithm and multiply by $kT$. For a small temperature difference $\delta T$, the shift in the extracted narrowing is

$$
\delta\Delta\approx\frac{3kT+E_{g0}-\Delta}{T}\,\delta T.
$$

If $J_0$ is correctly obtained at 301 K but interpreted with $n_i$ and $kT$ for 300 K, the shift is 4.05 meV. With a correct $J_0$, a temperature error of between 4 and 5 K would thus matter as much as the factor of two in $D$. If $J_0$ is instead obtained from a current at known voltage $V$, by dividing by $e^{qV/kT}$ with the same wrong temperature, the shift is smaller by $qV\,\delta T/T$. At $V=0.6$ V about 2 meV per kelvin remain.

### What the apparent narrowing contains

At this doping the holes are slightly degenerate. Let $N_v$ be the valence-band density of states and $\mathcal F_{1/2}$ the Fermi–Dirac integral normalized so that it tends to $e^\eta$ at low density. Then $N=N_v\mathcal F_{1/2}(\eta)$, where $\eta kT$ is the distance of the Fermi level below the valence-band edge. Here $\eta$ is about $-1$: the Fermi level still lies in the gap, roughly $kT$ above the edge. The minority electrons remain nondegenerate, so their density contains the factor $e^{-\eta}$. If the densities of states do not change, a true gap reduction $\delta E_g$ gives

$$
\Delta=\delta E_g+kT\ln\left[\mathcal F_{1/2}(\eta)e^{-\eta}\right].
$$

For a rough $N_v=3\times10^{19}\ \mathrm{cm^{-3}}$, the second term is $-3.03$ meV. In this model, an apparent narrowing of 60 meV corresponds to a gap reduction of about 63 meV. Equation (4) is unaffected, because it compares two extracted values of the same apparent quantity.

### Relation to real devices

The chosen doping, mobility and narrowing are roughly typical of heavily doped p-type silicon, and a 100 nm base is wide compared with those of fast modern transistors. A factor of two in $D$ is a realistic concern: near $10^{19}\ \mathrm{cm^{-3}}$, the electron mobility in n-type silicon is roughly half that in p-type silicon, so using the majority value for minority electrons gives $r\approx1/2$. The ideal-sink assumption fails in a real transistor. With $v=10^7$ cm/s this moves the extracted narrowing by about $-1.6$ meV, but the size depends on the rough value of $v$. The finite thermal velocity also keeps the density at $x=0$ a few per cent below its assumed value. Treating both edges kinetically corresponds to an effective $v$ near $5\times10^6$ cm/s, a shift of about $-3$ meV, and an error of about 16 meV for halved $D$. In a silicon–germanium base, the gap reduction due to germanium would also enter $\Delta$ and would have to be separated from the effect of doping.

### Consequences of a wrong pair

The pair $(rD,\Delta_a)$ reproduces the original narrow-base current, because $rD\,e^{\Delta_a/kT}=De^{\Delta/kT}$. Agreement with that current therefore cannot reveal the error. The pair fails when the two factors enter differently. In a thick region of the same material with known $\tau$, equation (6) contains $\sqrt D\,e^{\Delta/kT}$. The predicted current is wrong by $\sqrt r/r=1/\sqrt r$, which is a factor $\sqrt2$ too large for $r=1/2$.

The base transit time offers a way to separate the factors. For a uniform narrow base with an ideal sink, the triangular excess profile stores a charge $q\,\delta n(0)W/2$ per area. Dividing by the current density $qD\,\delta n(0)/W$ gives

$$
t_B=\frac{W^2}{2D}.
$$

The electron density, and with it $\Delta$, cancels. Within this model, a measured transit time and a known width determine $D$, and $J_0$ then determines the narrowing. In a real transistor the measured delay also contains the exit time $W/v$ and the charging times of the junctions, which must be separated first. The numerical output lists most of the values used above.

## Computed values

```
Temperature: 300 K
Thermal energy kT: 25.852 meV
Acceptor doping N: 1.0e+19 cm^-3
Base width W: 100 nm
Minority mobility: 250 cm2/Vs
True diffusivity D: 6.463 cm2/s
Halved diffusivity: 3.231 cm2/s
Doubled diffusivity: 12.926 cm2/s
Lifetime: 0.10 us
Diffusion length L: 8.04 um
Intrinsic density ni: 1.00e+10 cm^-3
Set narrowing: 60.0 meV
Factor exp(narrowing/kT): 10.185
Equilibrium electrons n0: 101.849 cm^-3
Narrow-base J0: 1.0546e-11 A/cm2
Extracted, right D: 60.00 meV
Extracted, halved D: 77.92 meV
Extracted, doubled D: 42.08 meV
ln 2: 0.6931
kT ln 2: 17.92 meV
kT ln 2 / set narrowing: 29.9 %
Linear estimate, D halved: 12.93 meV
Linear estimate, D doubled: -25.85 meV
Graded base, D halved, error: 17.92 meV
Thick, L known, D halved, error: 17.92 meV
Thick, tau known, D halved, error: 8.96 meV
W = L, tau known, D halved, error: 12.94 meV
kT ln 2 at 250 K: 14.93 meV
kT ln 2 at 400 K: 23.89 meV
Base recombination shift: -0.00067 meV
Exit velocity v: 1.0e+07 cm/s
Ratio D/(v W): 0.0646
Exit-velocity shift, right D: -1.62 meV
Error with v included, D halved: 17.12 meV
Valence density of states: 3.0e+19 cm^-3
Hole-degeneracy part of narrowing: -3.03 meV
Shift if N W is 10% too large: 2.46 meV
Shift if ni is 5% too large: -2.52 meV
Gap extrapolated to 0 K: 1.20 eV
Shift if sample is 1 K warmer: 4.05 meV
```
